\section*{Dipole correction for a neutral rigid charge density in a cubic cell}

\section*{Problem}

A localized charge density $\rho(\mathbf r)$ has zero total charge and dipole moment $\mathbf p=\int\mathbf r\,\rho(\mathbf r)\,d^3r$. It is repeated periodically on a simple cubic lattice of side $L$, and its electrostatic energy per cell, $E_{\rm per}$, is computed in reciprocal space with the $\mathbf G=0$ term left out. The density is rigid: it is the same in the crystal as in free space, where its energy is $E_{\rm iso}$. Hartree atomic units are used, so two unit charges at distance $r$ have energy $1/r$.

\begin{enumerate}
\item[(a)] Show that, to leading order in $1/L$, $E_{\rm per}$ lies below $E_{\rm iso}$ by $2\pi p^2/(3L^3)$.
\item[(b)] Find the order of the next term, the moments of $\rho$ that enter it, and the angular form of the kernel that produces it.
\item[(c)] Verify the results with two Gaussian charges $\pm q$, taking $q=1\,e$, separation $d=2$ bohr and standard deviation $s=0.5$ bohr for both.
\item[(d)] Determine what changes if the images are summed in growing spheres, if the cell is not cubic, or if the density can polarize.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The leading term}

Let $\Omega=L^3$ and $\rho(\mathbf G)=\int\rho(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}d^3r$, the integral running over one copy of the density. The periodic density has Fourier coefficients $\rho(\mathbf G)/\Omega$. Poisson's equation, $\nabla^2\phi=-4\pi\rho$, gives the potential coefficients $4\pi\rho(\mathbf G)/(\Omega G^2)$ for $\mathbf G\neq0$. Half the integral of density times potential over a cell is
\begin{equation}
E_{\rm per}=\frac{2\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{|\rho(\mathbf G)|^2}{G^2}
=\frac12\iint\rho(\mathbf r)\rho(\mathbf r')\,\psi(\mathbf r-\mathbf r')\,d^3r\,d^3r',
\label{eper}
\end{equation}
with
\begin{equation}
\psi(\mathbf r)=\frac{4\pi}{\Omega}\sum_{\mathbf G\neq0}\frac{e^{i\mathbf G\cdot\mathbf r}}{G^2}.
\end{equation}
The second form of (\ref{eper}) follows on writing $|\rho(\mathbf G)|^2$ as a double integral. Leaving out $\mathbf G=0$ sets the cell average of the potential to zero and allows no macroscopic electric field. This is called the tin-foil boundary condition.

The isolated energy is the same double integral with $1/|\mathbf r-\mathbf r'|$ in place of $\psi$. Therefore
\begin{equation}
E_{\rm per}-E_{\rm iso}=\frac12\iint\rho(\mathbf r)\rho(\mathbf r')\,w(\mathbf r-\mathbf r')\,d^3r\,d^3r',
\qquad w(\mathbf r)=\psi(\mathbf r)-\frac1r .
\label{diff}
\end{equation}
The self-energy of the density is present in both energies and cancels.

To find $w$ near the origin, apply the Laplacian to $\psi$. Each term gains a factor $-G^2$, and $\sum_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}=\Omega\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)$, so
\begin{equation}
\nabla^2\psi=-4\pi\Big[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1\Omega\Big].
\label{poisson}
\end{equation}
The term $1/\Omega$ is there because $\mathbf G=0$ is missing: $\psi$ is the potential of unit charges in a uniform neutralizing background. Subtracting $1/r$ removes the delta function at the origin. The nearest other one is at distance $L$, so $w$ is smooth and $\nabla^2w=4\pi/L^3$ for $r<L$. Since $\nabla^2r^2=6$,
\begin{equation}
w(\mathbf r)=w(0)+\frac{2\pi}{3L^3}r^2+h(\mathbf r),\qquad \nabla^2h=0,\quad h(0)=0 .
\label{w}
\end{equation}

The harmonic function $h$ is a sum of homogeneous harmonic polynomials of degree $l\ge1$. It has the symmetry of the cubic lattice. Inversion removes odd $l$. For $l=2$, invariance under $x\to-x$ and its analogues leaves only $x^2$, $y^2$, $z^2$; invariance under exchange of axes makes their coefficients equal; and a multiple of $r^2$ is harmonic only if it is zero. Hence $h$ begins at $l=4$.

Now put (\ref{w}) into (\ref{diff}), assuming that all separations within the density are smaller than $L$. The constant $w(0)$ multiplies the square of the total charge, which is zero. In the quadratic term,
\begin{equation}
|\mathbf r-\mathbf r'|^2=r^2+r'^2-2\,\mathbf r\cdot\mathbf r',
\end{equation}
the first two parts each leave one free integral over $\rho$, again the total charge, and vanish. The last part gives $-2\,\mathbf p\cdot\mathbf p$. Thus
\begin{equation}
E_{\rm per}-E_{\rm iso}=\frac12\cdot\frac{2\pi}{3L^3}\cdot(-2p^2)+\dots=-\frac{2\pi p^2}{3L^3}+\dots
\label{main}
\end{equation}

The sign can be read from the field of the images. Their potential is $\int\rho(\mathbf r')w(\mathbf r-\mathbf r')d^3r'$, whose quadratic part is a constant minus $(4\pi/3L^3)\,\mathbf p\cdot\mathbf r$. The image field is therefore
\begin{equation}
\mathbf E_{\rm im}=+\frac{4\pi\mathbf p}{3L^3},
\label{field}
\end{equation}
parallel to the dipole, and (\ref{main}) equals $-\frac12\mathbf p\cdot\mathbf E_{\rm im}$. The factor $\frac12$ appears because the sources of the field are copies of the dipole itself, so each pair interaction is shared between two cells.

\subsection*{(b) The next term}

With $\mathbf G=\mathbf g/L$, where $\mathbf g$ belongs to the unit lattice, the definition of $\psi$ gives $\psi_L(\mathbf r)=\psi_1(\mathbf r/L)/L$. The same scaling holds for $w$, so its quartic part is proportional to $r^4/L^5$. The correction to (\ref{main}) is thus of order $L^{-5}$. In (\ref{diff}) the quartic polynomial in $\mathbf r-\mathbf r'$ expands into products of degree $n$ in $\mathbf r$ and $4-n$ in $\mathbf r'$. The products with $n=0$ and $n=4$ vanish with the total charge. Those with $n=1$ and $n=3$ pair the dipole with third moments of $\rho$, and those with $n=2$ pair second moments with second moments. Because the quartic polynomial is harmonic, its coefficient tensor has zero trace on any pair of indices, so only the traceless parts of these moments, the octupole and the quadrupole, contribute. The quadrupole--quadrupole product remains even when $\mathbf p=0$. The term is therefore not fixed by $\mathbf p$ alone, and it vanishes for an ideal point dipole. For the two charges of part (c) it becomes a function of their separation $\mathbf d$, which is parallel to $\mathbf p$.

A quartic polynomial with cubic symmetry has the form $a(x^4+y^4+z^4)+b(x^2y^2+y^2z^2+z^2x^2)$. Its Laplacian is $(12a+4b)r^2$, so $b=-3a$ and
\begin{equation}
h_4(\mathbf r)=\frac{S_4}{L^5}\left[x^4+y^4+z^4-3(x^2y^2+y^2z^2+z^2x^2)\right].
\label{h4}
\end{equation}
The bracket is $r^4$ along $[100]$. Along $[111]$, where $x^2=y^2=z^2=r^2/3$, it is $(\frac13-1)r^4=-\frac23r^4$.

To obtain $S_4$, build $\psi$ from neutral cubes, each a unit point charge at the centre of a cube of background. Cubic symmetry removes the multipoles of a cube up to $l=3$, so its potential falls off as $r^{-5}$ and the sum over cubes converges absolutely. The sum is periodic and obeys (\ref{poisson}). Its difference from $\psi$ is periodic and harmonic, hence constant.

Now collect the cubes whose centres lie within a large radius $R_c$. Their background consists of the largest ball centred on the origin that fits inside, plus a surface layer of bounded thickness. The ball has charge density $-1/\Omega$, and its potential inside is a constant plus $2\pi r^2/(3L^3)$. In the layer's potential near the origin, symmetry removes $l=1,2,3$. The terms with $l\ge4$ are of order $R_c^2\cdot R_c^{-5}$ and vanish as $R_c\to\infty$. Comparison with (\ref{w}) leaves the point charges:
\begin{equation}
h(\mathbf r)=\lim_{R_c\to\infty}\sum_{0<R\le R_c}\left[\frac1{|\mathbf r-\mathbf R|}-\frac1R\right].
\label{hsum}
\end{equation}
The Legendre expansion of $1/|\mathbf r-\mathbf R|$ with $\mathbf r$ along $x$ has the $l=4$ term $r^4P_4(X/R)/R^5$. Measuring $\mathbf R$ in units of $L$ gives
\begin{equation}
S_4=\sum_{\mathbf R\neq0}\frac{P_4(X/R)}{R^5}=3.108 ,
\end{equation}
where the value comes from a direct sum over the unit lattice.

\subsection*{(c) Two Gaussian charges}

Let $+q$ and $-q$ have standard deviations $s_+$ and $s_-$ and centres separated by $\mathbf d$, so $p=qd$. With $f_\pm=e^{-G^2s_\pm^2/2}$, equation (\ref{eper}) needs
\begin{equation}
|\rho(\mathbf G)|^2=q^2\left[f_+^2+f_-^2-2f_+f_-\cos(\mathbf G\cdot\mathbf d)\right].
\end{equation}

For the isolated pair, a unit Gaussian of standard deviation $\sigma$ has potential $\phi=\mathrm{erf}(r/\sqrt2\sigma)/r$. Indeed
\begin{equation}
(r\phi)''=-\sqrt{\frac2\pi}\,\frac{r}{\sigma^3}\,e^{-r^2/2\sigma^2}=-4\pi r\,\frac{e^{-r^2/2\sigma^2}}{(2\pi)^{3/2}\sigma^3},
\end{equation}
which is the radial Poisson equation. Two Gaussians interact like a point charge with one Gaussian of variance $\sigma^2=s_+^2+s_-^2$, because variances add in a convolution. A self-energy is half the interaction of two equal Gaussians at zero distance. With $\mathrm{erf}(x)\approx2x/\sqrt\pi$ for small $x$, this is $q^2/(2\sqrt\pi\,s)$. Hence
\begin{equation}
E_{\rm iso}=\frac{q^2}{2\sqrt\pi}\left(\frac1{s_+}+\frac1{s_-}\right)-\frac{q^2}{d}\,\mathrm{erf}\!\left(\frac{d}{\sqrt{2(s_+^2+s_-^2)}}\right).
\end{equation}
For the given parameters $E_{\rm iso}=1/(0.5\sqrt\pi)-\frac12\mathrm{erf}(2)=0.63072$ hartree.

The widths drop out of the energy difference as long as the tails reaching an image are negligible. A Gaussian average leaves the harmonic part $h$ unchanged, by the mean-value property. It adds $3(s_i^2+s_j^2)$ to the mean of $r^2$ for charges $i$ and $j$, and $\sum_{ij}q_iq_j(s_i^2+s_j^2)=2\big(\sum_iq_i\big)\sum_jq_js_j^2=0$. In (\ref{diff}) the two self terms then contribute $\frac12\cdot2q^2w(0)$ and the two cross terms $-\frac12\cdot2q^2w(\mathbf d)$:
\begin{equation}
E_{\rm per}-E_{\rm iso}=-q^2[w(\mathbf d)-w(0)]=-\frac{2\pi q^2d^2}{3L^3}-q^2h(\mathbf d).
\label{gauss}
\end{equation}
Along $[100]$ the last term begins with $-S_4q^2d^4/L^5$; along $[111]$ it begins with $+\frac23S_4q^2d^4/L^5$.

The dipole is $p=2\,e\,$bohr (5.08 debye). At $L=10$ bohr the leading term is
\begin{equation}
-\frac{2\pi\cdot2^2}{3\cdot10^3}=-8.378\times10^{-3}\ \text{hartree}=-0.228\ \text{eV}.
\end{equation}
The table compares it with the reciprocal-space sum for $\mathbf p$ along $[100]$. Energies are in millihartree, and the last column is the difference of the two before it.

\begin{center}
\begin{tabular}{rrrr}
$L$ (bohr) & $E_{\rm per}-E_{\rm iso}$ & $-2\pi p^2/3L^3$ & remainder\\
10 & $-8.8794$ & $-8.3776$ & $-0.5018$\\
15 & $-2.5480$ & $-2.4822$ & $-0.0657$\\
20 & $-1.0628$ & $-1.0472$ & $-0.0156$\\
30 & $-0.3123$ & $-0.3103$ & $-0.0020$\\
40 & $-0.1314$ & $-0.1309$ & $-0.0005$
\end{tabular}
\end{center}

Adding $2\pi p^2/(3L^3)$ to $E_{\rm per}$ leaves the remainder as the error relative to $E_{\rm iso}$. At $L=10$ bohr it is about 6\% of the uncorrected shift, and at $L=40$ bohr about 0.4\%. The predicted quartic term at $L=10$ bohr, $-3.108\cdot2^4/10^5$ hartree $=-0.497$ millihartree, accounts for most of the remainder there.

For the coefficient of $L^{-3}$, write $D(L)=E_{\rm per}-E_{\rm iso}$ and $L^3D(L)=A+B/L^2$. Multiplying by $L^2$ and subtracting the results for two sizes eliminates $B$:
\begin{equation}
A=\frac{40^5D(40)-30^5D(30)}{40^2-30^2}=-8.3776\ \text{hartree bohr}^3 .
\end{equation}
The prediction $-2\pi p^2/3$ has the same value to these digits. The remainder at $L=40$ bohr, multiplied by $L^5/(q^2d^4)$, is $-3.110$ along $[100]$ and $2.070$ along $[111]$. The predictions are $-S_4=-3.108$ and $\frac23S_4=2.072$. The numerical check tests these agreements, and also that changing one width to 0.8 bohr leaves the shift at $L=10$ bohr unaltered.

The field picture can be checked at $L=20$ bohr. The mean image field between the two centres, found from the periodic and isolated potentials, is $1.063\times10^{-3}$ atomic units, against $1.047\times10^{-3}$ from (\ref{field}). Then $-\frac12\cdot2\cdot1.063\times10^{-3}$ hartree reproduces the shift of $-1.063$ millihartree in the table.

\subsection*{(d) Conditions}

\paragraph{Order of summation.} Suppose the interaction of the pair with its images is added directly, in spheres of growing radius and without a background. Half of it is
\begin{equation}
\frac{q^2}{2}\sum_{\mathbf R\ne0}\left[\frac2R-\frac1{|\mathbf R+\mathbf d|}-\frac1{|\mathbf R-\mathbf d|}\right]=-q^2h(\mathbf d),
\end{equation}
by (\ref{hsum}) and the symmetry $\mathbf R\to-\mathbf R$. On the cubic lattice this has no $L^{-3}$ term. At $L=10$ bohr the sum is $-0.5018$ millihartree, and adding the dipole term gives $-0.5018-8.3776=-8.8794$ millihartree, the reciprocal-space shift.

The difference is a surface effect. A uniformly polarized sphere is equivalent to two balls of charge density $\pm n$ displaced by $\boldsymbol\delta$, with polarization $\mathbf P=n\boldsymbol\delta$. The field inside a ball is $4\pi n\mathbf r/3$ from its centre, so the two together give $-4\pi\mathbf P/3$. With $\mathbf P=\mathbf p/L^3$ this cancels (\ref{field}). Dropping $\mathbf G=0$ removes this depolarizing field, and the energy lowering in (\ref{main}) belongs to that choice.

\paragraph{Shape of the cell.} In a general cell the quadratic part of $w$ is $\frac12\sum_{ij}B_{ij}x_ix_j$. The Laplacian fixes only the trace, $\sum_iB_{ii}=4\pi/\Omega$. The steps leading to (\ref{main}) now give the shift $-\frac12\sum_{ij}p_iB_{ij}p_j$. Its average over three perpendicular directions of $\mathbf p$ is $-2\pi p^2/(3\Omega)$, but single directions can differ strongly.

For a tetragonal cell with $c/a=1.5$, volume 8000 bohr$^3$ and $d=1$ bohr, the computed shift divided by $-2\pi p^2/(3\Omega)$ is $1.619$ for $\mathbf p$ along $a$ and $-0.221$ along $c$. In the second case the periodic energy lies above the isolated one, so even the sign of the cubic result fails. The average, $(2\cdot1.619-0.221)/3=1.006$, differs from 1 through the terms beyond the quadratic one.

\paragraph{Rigidity.} Let the dipole respond linearly, with polarizability $\alpha$ and free-space value $p_0$. With $k=4\pi/(3L^3)$, the energy relative to the isolated system is, in the leading dipole term,
\begin{equation}
\Delta E(p)=\frac{(p-p_0)^2}{2\alpha}-\frac{k p^2}{2}.
\end{equation}
Setting the derivative to zero gives $p=p_0/(1-\alpha k)$, a minimum for $\alpha k<1$. Since $p-p_0=\alpha kp$,
\begin{equation}
\Delta E=\frac{\alpha k^2p^2}{2}-\frac{kp^2}{2}=-\frac{kp^2}{2}(1-\alpha k)=-\frac{k p_0^2}{2(1-\alpha k)} .
\end{equation}
For $\alpha k\ll1$ this is the rigid result $-kp_0^2/2=-2\pi p_0^2/(3L^3)$ plus a further lowering $-\alpha k^2p_0^2/2$. In this model the response therefore enters at order $L^{-6}$ and leaves the $L^{-3}$ coefficient at $-2\pi p_0^2/3$. Using the crystal dipole $p=p_0(1+\alpha k+\dots)$ in place of $p_0$ changes $-kp^2/2$ by $-\alpha k^2p_0^2$, which is also of order $L^{-6}$.

\section*{Calculated quantities}
\begin{verbatim}
charge q = 1.0 e, separation d = 2.0 bohr, width s = 0.5 bohr
dipole p = 2.000 e bohr = 5.083 debye
isolated energy E_iso = 0.63071803 hartree
lattice sum S4 = 3.10823 (dimensionless)
dipole along [100], energies in millihartree:
L (bohr) | E_per-E_iso | -2 pi p^2/(3L^3) | error after correction
   10 | -8.879412 | -8.377580 | -0.501831
   15 | -2.547973 | -2.482246 | -0.065727
   20 | -1.062769 | -1.047198 | -0.015571
   30 | -0.312329 | -0.310281 | -0.002048
   40 | -0.131386 | -0.130900 | -0.000486
at L = 10 bohr: E_per-E_iso = -0.24162 eV, leading term = -0.22797 eV
extrapolated L^3(E_per-E_iso) = -8.377554 hartree bohr^3
predicted -2 pi p^2/3 = -8.377580 hartree bohr^3
remainder*L^5/(q^2 d^4), L=40 bohr: [100] -3.1097, [111] 2.0696
predicted: [100] -3.1082, [111] 2.0722
L=10 bohr, widths 0.5 and 0.8 bohr: shift = -8.879412 millihartree
L=10 bohr, sphere-ordered image energy = -0.501831 millihartree
sphere sum plus dipole term = -8.879412 millihartree
L=20 bohr, mean image field = 1.062769e-3 atomic units
4 pi p/(3L^3) = 1.047198e-3 atomic units
tetragonal cell: c/a = 1.5, volume = 8000 bohr^3, d = 1.0 bohr
shift / cubic formula: p along a 1.6188, p along c -0.2210
average over the three axes = 1.0056
\end{verbatim}
